# The atomic charge gap of the Kanamori Hamiltonian, part 2

We seek the charge gap of an atomic shell with $M$ real, orthonormal orbitals $\varphi_m$ and common one-electron energy $\varepsilon$. The operator $d^\dagger_{m\sigma}$ creates an electron with spin $\sigma$ in orbital $m$, $\alpha$ labels the $2M$ spin-orbitals, $n_{m\sigma}=d^\dagger_{m\sigma}d_{m\sigma}$, $\hat N=\sum_{m\sigma}n_{m\sigma}$ and $\hat D=\sum_m n_{m\uparrow}n_{m\downarrow}$. The algebra is in atomic units, numbers in eV and ångström. The Kanamori Hamiltonian is

$$
\begin{aligned}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_{m\ne k}n_{m\uparrow}n_{k\downarrow}+(U'-J)\sum_{m<k,\,\sigma}n_{m\sigma}n_{k\sigma}\\
&-J\sum_{m\ne k}d^\dagger_{m\uparrow}d_{m\downarrow}d^\dagger_{k\downarrow}d_{k\uparrow}
+J\sum_{m\ne k}d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}d_{k\downarrow}d_{k\uparrow}.
\end{aligned}\tag{1}
$$

It follows from the Coulomb interaction $H_C$ in the shell, with integrals

$$(ij|kl)=\iint \frac{\varphi_i(\mathbf r)\varphi_j(\mathbf r)\,\varphi_k(\mathbf r')\varphi_l(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

if only $(mm|mm)=U$, $(mm|kk)=U'$ and $(mk|mk)=(mk|km)=J$ are nonzero. For $p$ and $t_{2g}$ shells of a spherical atom this holds, and

$$U'=U-2J.\tag{4}$$

With $E(N)$ the lowest $N$-electron eigenvalue of $H$,

$$A(N)=E(N+1)-E(N),\qquad \Delta(N)=A(N)-A(N-1)=E(N+1)+E(N-1)-2E(N).\tag{2}$$

The term $\varepsilon\hat N$ drops out of $\Delta$. The claim to be proved, for (4) and $J\ge0$, is

$$
\Delta(M)=U+(M-1)J,\qquad \Delta(N)=U-3J\quad\text{for } 1\le N\le 2M-1,\ N\ne M .\tag{3}
$$

Let $\mathbf S$ be the total spin, with quantum number $S$, and $P=\sum_m d_{m\downarrow}d_{m\uparrow}$. $P$ and $P^\dagger$ commute with $\mathbf S^2$, and

$$[P,P^\dagger]=M-\hat N,\qquad\text{that is}\qquad P^\dagger P=PP^\dagger+\hat N-M.\tag{10}$$

Given (4), for either sign of $J$,

$$H=(U-3J)\frac{\hat N(\hat N-1)}2+J\left[\frac{\hat N}2\Big(\frac{\hat N}2+1\Big)-\mathbf S^2+P^\dagger P\right].\tag{11}$$

The square bracket is $\hat W$, with eigenvalues $W$. The bounds $\langle\mathbf S^2\rangle\le\frac n2(\frac n2+1)$, with $n$ as in (14), and $\langle P^\dagger P\rangle\ge\max(0,N-M)$ are both reached by the Hund determinant $\psi_N$, which fills $1\uparrow,\dots,M\uparrow,1\downarrow,\dots,M\downarrow$ in order. Hence, for $J\ge0$,

$$E(N)=(U-3J)\frac{N(N-1)}2+(M+2)J\max(0,N-M).\tag{13}$$

For $J>0$ the ground-state degeneracy is

$$g(N)=(n+1)\binom Mn,\qquad n=\min(N,2M-N).\tag{14}$$

## The gap

The first difference of $N(N-1)/2$ is $[(N+1)N-N(N-1)]/2=N$. The first difference of $\max(0,N-M)$ is $0$ for $N\le M-1$ and $1$ for $N\ge M$. From (13),

$$A(N)=(U-3J)N\quad(N\le M-1),\qquad A(N)=(U-3J)N+(M+2)J\quad(N\ge M).\tag{15}$$

For $N\ne M$, both $A(N)$ and $A(N-1)$ lie on the same branch, the constant cancels, and $\Delta(N)=(U-3J)[N-(N-1)]=U-3J$. For $N=M$, $A(M)$ lies on the upper branch and $A(M-1)$ on the lower, so

$$\Delta(M)=(U-3J)+(M+2)J=U+(M-1)J .$$

This proves (3). For $M=1$ the only filling is $N=1=M$, and $\Delta=U$, the gap of the one-orbital Hubbard atom. For $J=0$ all pairs cost $U$ and $\Delta=U$ at every filling.

The two results can be read off a transfer between two atoms with $M=3$. From $N=2$ on both, the final states have 3 and 1 electrons, all in different orbitals with parallel spins. The number of parallel pairs rises from $1+1$ to $3+0$, and the cost is one pair at the lowest price, $U'-J=U-3J$. From $N=3$ on both, the donor goes from three parallel pairs to one and saves $2(U'-J)$. The acceptor has no free up place, so the new electron has spin down and pays $U+2U'$. The net cost is $U+2U'-2(U'-J)=U+2J$. For general $M$ it is $U+(M-1)U'-(M-1)(U'-J)=U+(M-1)J$: the transferred electron loses its exchange energy $J$ with each of the $M-1$ electrons it leaves behind, and gains none on arrival.

At fixed $U$, then, the Hund coupling raises the gap of the half-filled shell at the rate $\partial\Delta/\partial J=M-1$ and lowers it elsewhere at the rate $-3$. The words "at fixed $U$" matter: at fixed $U-3J$ the gaps away from half filling do not depend on $J$. For $U\ge3J$, (3) is the charge gap of a lattice model, or of dynamical mean-field theory, in the limit of zero hopping; for $U<3J$ and $N\ne M$ the state with $N$ electrons on every atom is not the lowest, as the next section shows. Comparing $\Delta$ with the bandwidth suggests that $J$ favours a Mott insulator at half filling and works against it at other integer fillings; that comparison is a rough estimate, which ignores how the multiplet structure changes the kinetic energy, and it is not derived here.

## The gap as a window in chemical potential

In contact with a reservoir at zero temperature the atom takes the filling that minimizes $E(N)-\mu N$. Filling $N$ beats a larger filling $K$ if $E(K)-E(N)>\mu(K-N)$ and a smaller one if $E(N)-E(K)<\mu(N-K)$. So $N$ is the ground state for $\mu_-<\mu<\mu_+$, with

$$\mu_-(N)=\max_{K<N}\frac{E(N)-E(K)}{N-K},\qquad \mu_+(N)=\min_{K>N}\frac{E(K)-E(N)}{K-N}.\tag{16}$$

For $K>N$ the ratio is the mean of $A(N),\dots,A(K-1)$, because these differences add up to $E(K)-E(N)$. If $U\ge3J\ge0$, all $\Delta$ are non-negative and $A$ does not decrease with $N$. The mean is then smallest for $K=N+1$, so $\mu_+=A(N)$, and in the same way $\mu_-=A(N-1)$. The width of the window is $\Delta(N)$. For $M=1$ the condition is only $U\ge0$.

For $U<3J$ and $M\ge2$ the formulas (3) still give the second differences, since the proof did not use the sign of $U-3J$, but the windows change. The choices $K=N\pm1$ in (16) give $\mu_+\le A(N)$ and $\mu_-\ge A(N-1)$, so $\mu_+-\mu_-\le\Delta(N)$. For $N\ne M$ this bound is $U-3J<0$, and there is no window: two atoms with $N$ electrons lower their energy by going to $N+1$ and $N-1$. For $N=M$, use $M(M-1)-K(K-1)=(M-K)(M+K-1)$. The ratios in (16) are $(U-3J)(M+K-1)/2$ for $K<M$ and $(U-3J)(M+K-1)/2+(M+2)J$ for $K>M$. With a negative prefactor the maximum of the first is at $K=0$ and the minimum of the second at $K=2M$, so

$$\mu_+-\mu_-=(U-3J)\frac{(3M-1)-(M-1)}2+(M+2)J=MU-2(M-1)J.\tag{17}$$

The half-filled shell is then bounded by the empty and the full shell, and it has a window only if (17) is positive. At $U=3J$, (17) and $\Delta(M)$ both equal $(M+2)J$.

For the bare Coulomb interaction the case $U<3J$ does not arise in a $p$ or $t_{2g}$ shell. The quantity $U-3J=U'-J$ is the energy of the two-electron determinant $\psi_2$, which is the expectation value of the positive function $1/|\mathbf r-\mathbf r'|$ and hence positive. With $U$ and $J$ as independent model parameters it can arise.

## The gap in the Green function

Let $\mu$ lie inside the window of $N$, and let $|g\rangle$ run over the $g(N)$ ground states, which have equal weight as the temperature goes to zero. The spectral function of the atom, summed over spin-orbitals $\alpha$, is in the Lehmann form

$$\rho(\omega)=\frac1{g(N)}\sum_{g,\alpha}\Big[\sum_a|\langle a|d^\dagger_\alpha|g\rangle|^2\,\delta(\omega-\omega_a)+\sum_b|\langle b|d_\alpha|g\rangle|^2\,\delta(\omega-\omega_b)\Big],$$

where $a$ and $b$ run over all eigenstates with $N+1$ and $N-1$ electrons, $\omega_a=E_a-E(N)-\mu$ and $\omega_b=E(N)-E_b-\mu$. These frequencies are the energies to add an electron from the reservoir and, with a minus sign, to remove one to it. Since $E_a\ge E(N+1)$, no addition line lies below $A(N)-\mu$, and since $E_b\ge E(N-1)$, no removal line lies above $A(N-1)-\mu$. It remains to see that lines at these edges carry weight, for a selection rule could remove them. The determinant $\psi_N$ may be chosen as one of the $|g\rangle$, and $\psi_{N+1}=d^\dagger_\alpha\psi_N$ for one $\alpha$, so $|\langle\psi_{N+1}|d^\dagger_\alpha|\psi_N\rangle|^2=1$. In the same way $|\langle\psi_{N-1}|d_\beta|\psi_N\rangle|^2=1$ for one $\beta$. All other contributions are non-negative, so both edge lines are present, and their distance is $A(N)-A(N-1)=\Delta(N)$.

## Worked example: three orbitals

Take the round model parameters $M=3$, $U=4.0$ eV, $J=0.6$ eV. Then $U'=4.0-1.2=2.8$ eV, $U-3J=4.0-1.8=2.2$ eV, and $(M+2)J=5\times0.6=3.0$ eV. Equation (13) gives, in eV,

$$E(0)=E(1)=0,\quad E(2)=2.2,\quad E(3)=3\times2.2=6.6,$$
$$E(4)=6\times2.2+3.0=16.2,\quad E(5)=10\times2.2+6.0=28.0,\quad E(6)=15\times2.2+9.0=42.0 .$$

The addition energies for $N=0,\dots,5$ are $0,\ 2.2,\ 4.4,\ 9.6,\ 11.8,\ 14.0$ eV. The steps between them are $2.2$ eV except between $4.4$ and $9.6$ eV. For instance,

$$\Delta(2)=6.6+0-2\times2.2=2.2\ \text{eV}=0.0808\ \text{hartree},$$
$$\Delta(3)=16.2+2.2-2\times6.6=5.2\ \text{eV}=0.1911\ \text{hartree},$$

which are $U-3J$ and $U+2J=4.0+1.2$ eV. Diagonalization of (1) gives the same energies, the gaps $2.2,\ 2.2,\ 5.2,\ 2.2,\ 2.2$ eV for $N=1,\dots,5$, and the same five distances between the edge lines of $\rho(\omega)$. Equation (14) gives $g=1,\ 2\times3,\ 3\times3,\ 4\times1,\ 3\times3,\ 2\times3,\ 1$, that is $1,6,9,4,9,6,1$, as found numerically. With the same $U$ and $J$, the half-filled gap for $M=1,\dots,5$ is $4.0,\ 4.6,\ 5.2,\ 5.8,\ 6.4$ eV, rising by $J$ per orbital, and all other gaps stay at $2.2$ eV.

The excited levels also follow from (11), with one fact of linear algebra: $P^\dagger P$ on the $N$-electron space and $PP^\dagger$ on the $(N-2)$-electron space have the same nonzero eigenvalues with the same multiplicities. (If $P^\dagger P\chi=\lambda\chi$ with $\lambda\ne0$, then $P\chi\ne0$ and $PP^\dagger(P\chi)=\lambda P\chi$; the map back is $P^\dagger/\lambda$.) The two partners have the same spin, because $P$ commutes with the spin.

For $N=2$ there are $\binom62=15$ states, and $\tfrac N2(\tfrac N2+1)=2$. Nine form the triplets with $W=0$. The other six are singlets. On the vacuum (10) gives $PP^\dagger=M=3$, so one singlet has $P^\dagger P=3$ and $W=2+3=5$, and five have $P^\dagger P=0$ and $W=2$. The levels are $2.2$, $2.2+2\times0.6=3.4$ and $2.2+5\times0.6=5.2$ eV, with degeneracies $9,5,1$.

For $N=3$ there are $\binom63=20$ states, and $\tfrac N2(\tfrac N2+1)=\tfrac{15}4$. Four form the quartet with $W=0$, and sixteen have $S=\tfrac12$, with $\tfrac{15}4-\tfrac34=3$. On each of the six one-electron states $P^\dagger P=0$, so (10) gives $PP^\dagger=M-1=2$. Six doublet states therefore have $W=3+2=5$ and ten have $W=3$. The levels are $6.6$, $6.6+3\times0.6=8.4$ and $6.6+5\times0.6=9.6$ eV, with degeneracies $4,10,6$. The printed levels and degeneracies for both fillings agree with these.

For the Gaussian shells, where $H_C$ itself is diagonalized, the $p$ shell has $U-3J=18.766-3\times1.149=15.32$ eV and $U+2J=18.766+2\times1.149=21.06$ eV, and the $t_{2g}$ block has $15.661-3\times0.807=13.24$ eV and $15.661+2\times0.807=17.275$ eV. The computed gaps match these values, and the program asserts the match.

A case with $U<3J$ is $U=2.0$ eV, $J=0.8$ eV. The energies for $N=0,\dots,6$ are $0,\ 0,\ -0.4,\ -1.2,\ 1.6,\ 4.0,\ 6.0$ eV, and the second differences are $-0.4$ eV away from half filling and $3.6$ eV at $N=3$, as (3) says. The window of $N=3$ runs from $-1.2/3=-0.4$ eV to $(6.0+1.2)/3=2.4$ eV, a width of $2.8$ eV, equal to $3\times2.0-4\times0.8$ from (17) and smaller than the second difference. For the other fillings $\mu_+-\mu_-=-0.6$ eV, and the negative sign means that no window exists. The value lies below the bound $-0.4$ eV because a filling two steps away competes: for $N=1$, $\mu_-=E(1)-E(0)=0$ and $\mu_+=[E(3)-E(1)]/2=-0.6$ eV.

## When the assumptions are relaxed

**Smaller $U'$.** Let $U'\le U-2J$ with $J\ge0$, and put $\tilde U=U'+2J\le U$. In (1) the parameter $U$ multiplies only $\hat D$, so $H=H(\tilde U,U',J)+(U-\tilde U)\hat D$, and the first part obeys (4) with $\tilde U-3J=U'-J$. In a determinant with $D$ doubly occupied orbitals at most $M-D$ orbitals are singly occupied, so $N\le2D+(M-D)$ and $D\ge N-M$; also $D\ge0$. The operator $\hat D$ is diagonal in the determinants, so $\langle\hat D\rangle\ge\max(0,N-M)$ in every state, and $\psi_N$ reaches this bound too. Since $U-\tilde U\ge0$, $\psi_N$ minimizes both parts, and

$$E(N)=(U'-J)\frac{N(N-1)}2+\big[(M+2)J+U-U'-2J\big]\max(0,N-M).$$

The gap is $U'-J$ away from half filling and $(U'-J)+(M+2)J+U-U'-2J=U+(M-1)J$ at half filling. The value $U-3J$ thus depends on (4), while $U+(M-1)J$ does not within this range. With $U=4.0$, $U'=2.5$ and $J=0.6$ eV the computed gaps are $2.5-0.6=1.9$ eV and $5.2$ eV. For $U'>U-2J$ the extra term favours double occupancy, $\psi_N$ is still an eigenstate but the bound no longer shows it to be the lowest, and nothing is claimed.

**Negative $J$.** Equation (11) holds for either sign, but for $J<0$ the ground state has the largest $W$. For $M=3$ the largest values for $N=0,1,2,3$ are $0,0,5,5$ (for $N=1$, $W=\tfrac34-\tfrac34+0$; the other two were found above). For $N\ge4$ write $P^\dagger P=PP^\dagger+N-3$. On the full shell $PP^\dagger=0$, so $P^\dagger P=3$ and $W=12+3=15$. For $N=5$, $P^\dagger$ gives zero and $S=\tfrac12$, so $W=\tfrac{35}4-\tfrac34+2=10$. For $N=4$, $PP^\dagger$ has one nonzero eigenvalue, 3, inherited from the full shell and belonging to a singlet, so the largest $W$ is $6-0+3+1=10$. The sequence $0,0,5,5,10,10,15$ has second differences $+5,-5,+5,-5,+5$, so the gap is $U-3J+5J=U+2J$ for odd $N$ and $U-3J-5J=U-8J$ for even $N$. With $U=4.0$ eV and $J=-0.6$ eV these are $2.8$ and $8.8$ eV, the pattern in the output, against $U-3J=5.8$ eV from (3). At $N=3$ the value $U+2J$ coincides with the half-filling formula although the ground state is a doublet and not the quartet; at the other four fillings (3) fails. The program asserts the failure at $N=2$.

**The full $d$ shell.** The premise of a single $J$ does not hold for the five $d$ orbitals. For the Gaussian shell the exchange integrals $(mk|mk)$ range from $0.48$ to $0.92$ eV over the pairs, and reflections do not exclude integrals with four different orbitals such as $(xy,\,3z^2\!-\!r^2\,|\,xz,\,yz)$, in which each coordinate occurs an even number of times. Diagonalizing $H_C$ gives the gaps $12.91,\ 13.90,\ 13.90,\ 12.91,\ 18.67,\ 12.91,\ 13.90,\ 13.90,\ 12.91$ eV for $N=1,\dots,9$. The half-filled shell still has the largest gap in this example, but the others take two values about $1$ eV apart, which no choice of $U$ and $J$ in (3) reproduces. The program asserts that the exchange integrals are unequal and that the gaps below half filling are unequal; the particular pattern is not derived here. The $M=5$ case of (3) is a statement about the model (1), not about the Coulomb interaction in a $d$ shell.

**Split levels.** A crystal-field splitting or spin-orbit coupling makes the one-electron term different from $\varepsilon\hat N$. In general it then does not drop out of $\Delta$, and the proof of (3) no longer covers the case. A crystal-field term $\sum_{m\sigma}\varepsilon_m n_{m\sigma}$ commutes with the spin, and the determinants with $S_z=n/2$ are its eigenstates. For $J>0$ the states of largest spin are exactly the ground multiplets of (1), and a finite gap separates them from all other states. A splitting small compared with $J$ therefore leaves lowest the Hund determinant that fills the lowest levels first, while a large one can bring down a state of lower spin. Spin-orbit coupling does not commute with the spin, and the Hund determinants are then in general no longer eigenstates. For a small splitting, where the lowest states are Hund determinants, the crystal-field term cancels when the determinants with $N-1$, $N$ and $N+1$ electrons differ only in the filling of one degenerate level, since it is then linear in $N$ over these three fillings. For a large splitting the pair hopping moves pairs between a doubly occupied orbital of one level and an empty orbital of another, so the low-spin states have no sharp level fillings. The cancellation is then only approximate, with corrections of order $J^2$ over the splitting or smaller, and in the limit the gap is that of (3) with $M$ and $N$ counted in the partly filled level alone.

The program and its output follow. For $M=1$ to $5$ it builds (1) term by term from fermion matrices and asserts the commutator (10), the commutation of $P$ with $\mathbf S^2$ and the two bounds; for random $J>0$ and $U>3J$ it asserts the identity (11), the energies (13), the degeneracies (14), the gaps (3), the window widths, the distances of the edge lines and the gaps for smaller $U'$; and for the parameters with $U<3J$ it asserts the second differences, the width (17) and the absence of the other windows.

## Computed values

```
Example: M = 3, U = 4.00 eV, J = 0.60 eV
U' = U-2J = 2.80 eV, U-3J = 2.20 eV, (M+2)J = 3.00 eV
E(N), N=0..6 [eV]: 0.000 0.000 2.200 6.600 16.200 28.000 42.000
degeneracy, N=0..6: 1 6 9 4 9 6 1
E(N+1)-E(N), N=0..5 [eV]: 0.000 2.200 4.400 9.600 11.800 14.000
gap(N), N=1..5 [eV]: 2.200 2.200 5.200 2.200 2.200
pole gap, N=1..5 [eV]: 2.200 2.200 5.200 2.200 2.200
gap(3) = 5.200 eV = 0.1911 hartree
gap(2) = 2.200 eV = 0.0808 hartree
levels N=2 [eV]: 2.200 3.400 5.200 | degeneracy 9 5 1
levels N=3 [eV]: 6.600 8.400 9.600 | degeneracy 4 10 6
same U, J, M=1 gaps [eV]: 4.00
same U, J, M=2 gaps [eV]: 2.20 4.60 2.20
same U, J, M=3 gaps [eV]: 2.20 2.20 5.20 2.20 2.20
same U, J, M=4 gaps [eV]: 2.20 2.20 2.20 5.80 2.20 2.20 2.20
same U, J, M=5 gaps [eV]: 2.20 2.20 2.20 2.20 6.40 2.20 2.20 2.20 2.20
U' = 2.50 eV: gaps N=1..5 [eV]: 1.900 1.900 5.200 1.900 1.900
J = -0.60 eV: gaps N=1..5 [eV]: 2.800 8.800 2.800 8.800 2.800
J = -0.60 eV: U-3J = 5.80 eV
U = 2.00 eV, J = 0.80 eV: E(N) [eV]: 0.000 0.000 -0.400 -1.200 1.600 4.000 6.000
  second differences N=1..5 [eV]: -0.400 -0.400 3.600 -0.400 -0.400
  mu window widths N=1..5 [eV]: -0.600 -0.600 2.800 -0.600 -0.600
Gaussian shells r^l exp(-a r^2), a = 2.00 1/angstrom^2
p: U = 18.7658, U' = 16.4679, J = 1.1489, U-2J = 16.4679 eV
p: gaps N=1..5 [eV]: 15.319 15.319 21.064 15.319 15.319
t2g: U = 15.6609, U' = 14.0470, J = 0.8070, U-2J = 14.0470 eV
t2g: gaps N=1..5 [eV]: 13.240 13.240 17.275 13.240 13.240
full d: pair exchange min 0.4787, max 0.9164 eV
full d: gaps N=1..9 [eV]: 12.91 13.90 13.90 12.91 18.67 12.91 13.90 13.90 12.91
```
